\section*{How Small the Activation Probability Must Be in Area-Selective Deposition}

\section{The situation}

In area-selective atomic layer deposition a film is to grow on one part of a patterned surface and not on the part beside it. The second part, the non-growth surface, is made inert, for instance by a layer of inhibitor molecules. The protection is not perfect. In each cycle the precursor has a small chance of reacting at a site that should have stayed inert. Once it has reacted there, later cycles deposit on the new material as they do on the wanted film, and the single failure becomes a growing particle.

Suppose that at most one such particle per square micrometre can be tolerated, on average, after $n=100$ cycles. How improbable must the failure of one site in one cycle be? Take a density of $\sigma=10$ sites per nm$^2$; this is an assumed round value, the real one depends on the surface, and the limit found below scales as $1/\sigma$. Since $1\,\mu\mathrm{m}^2=10^6\,\mathrm{nm}^2$, the reference area $a_0=1\,\mu\mathrm{m}^2$ contains
\begin{equation}
N=\sigma a_0=10\times10^{6}=10^{7}
\end{equation}
sites. During the process these sites are exposed $Nn=10^9$ times, which suggests a limit near $10^{-9}$. The analysis below shows under which assumptions this is right, how large the first correction is, and what the limit does not guarantee.

\section{Model and leading order}

The activation probability $p$ is the probability that a site which is empty and uncovered at the start of a cycle is activated during that cycle. At first $p$ is the same for all sites and all cycles. Each activation makes one nucleus, which neither moves nor disappears. The quantity $M$ is the expected number of nuclei formed in $a_0$; two nuclei that later merge still count as two. For the moment a nucleus occupies its own site and no other.

Let $q_k$ be the probability that a given site is still empty after $k$ cycles. It must have been empty after $k-1$ cycles and then have escaped activation once more, so $q_k=(1-p)\,q_{k-1}$ with $q_0=1$, and therefore $q_n=(1-p)^n$. The site carries a nucleus with probability $1-q_n$. The expectation of a sum is the sum of the expectations, whether or not the sites are independent, so
\begin{equation}
M=N\left[1-(1-p)^n\right].
\label{eq:M}
\end{equation}

To see how far this is from a linear law, write the bracket as an integral,
\begin{equation}
1-(1-p)^n=\int_0^p n(1-t)^{n-1}\,dt .
\end{equation}
The factor $(1-t)^{n-1}$ is the probability that none of $n-1$ independent events of probability $t$ occurs. It is at most $1$, and at least $1-(n-1)t$, because the probability that some event occurs cannot exceed the sum of the single probabilities. Integrating both bounds gives
\begin{equation}
np-\frac{n(n-1)}{2}\,p^2\;\le\;1-(1-p)^n\;\le\;np .
\label{eq:bounds}
\end{equation}
Hence $M\simeq Nnp$ when $np\ll1$, and $M=1$ is reached at leading order for
\begin{equation}
p_0=\frac{1}{Nn}=\frac{1}{10^{7}\times100}=10^{-9}
\label{eq:p0}
\end{equation}
per site and cycle. The count is proportional to $p$: for $p=10^{-8}$, $10^{-9}$ and $10^{-10}$ it is $10$, $1$ and $0.1$ nuclei per $\mu\mathrm{m}^2$. Twice as many cycles, or twice as many sites per area, halve the permitted $p$.

\section{The correction from used-up sites}

A site that has been activated cannot be activated again. This makes $M$ slightly smaller than $Nnp$ and the true threshold slightly larger than $p_0$. Setting $M=1$ in (\ref{eq:M}) gives $(1-p)^n=1-1/N$, or
\begin{equation}
p=1-\left(1-\frac1N\right)^{1/n}.
\end{equation}
The binomial series $(1-\varepsilon)^\nu=1-\nu\varepsilon+\tfrac12\nu(\nu-1)\varepsilon^2-\dots$ with $\varepsilon=1/N$ and $\nu=1/n$ yields
\begin{align}
p&=\nu\varepsilon+\tfrac12\nu(1-\nu)\varepsilon^2+\dots\nonumber\\
&=\frac{1}{Nn}\left[1+\frac{1}{2N}\left(1-\frac1n\right)+\dots\right].
\end{align}
The relative shift is $0.99/(2\times10^7)=4.95\times10^{-8}$. A root search on an explicit cycle-by-cycle balance of empty and activated sites gives the same value. The shift is this small because about one site in ten million is used up.

\section{The correction from growing nuclei}

A nucleus also spreads over its neighbours, and a covered site can no longer start a nucleus of its own. At the growth rate used below, this effect is about five hundred times larger than the previous one, though still small.

\subsection{Which sites are free}

Let the radius grow by $g$ per cycle. A nucleus born in cycle $j$ has radius $g(k-j)$ at the start of cycle $k$ and covers all sites within that distance. From here on, activations at different sites and in different cycles are taken as independent, and the reference area is part of a larger uniform surface.

It helps to let every site, free or not, make an attempt with probability $p$ in each cycle. An attempt at a free site makes a nucleus; an attempt at a covered site has no effect. This changes nothing physical, but it gives a simple criterion: a site $x$ is free at the start of cycle $k$ if and only if there was no attempt, effective or not, at any site $y$ in any earlier cycle $j$ with $|x-y|\le g(k-j)$.

One direction is immediate, since a nucleus covering $x$ came from such an attempt. For the other, suppose there was such an attempt at $y$ in cycle $j$. If it was effective, its nucleus covers $x$. If it was not, $y$ was already covered by a nucleus born at some site $z$ in a cycle $i<j$, so $|y-z|\le g(j-i)$. The triangle inequality then gives
\begin{equation}
|x-z|\le|x-y|+|y-z|\le g(k-j)+g(j-i)=g(k-i),
\end{equation}
and the nucleus born at $z$ covers $x$. In both cases $x$ is not free.

Let $A(m)$ be the number of sites within distance $gm$ of a given site, itself included. The attempts that must be absent number
\begin{equation}
S_k=\sum_{m=1}^{k-1}A(m),\qquad S_1=0,
\end{equation}
where $m=k-j$ is the age in cycles. They are independent, so the site is free with probability $U_k=(1-p)^{S_k}$. An attempt in cycle $k$ is independent of the earlier ones, and hence
\begin{equation}
M=Np\sum_{k=1}^{n}(1-p)^{S_k}.
\label{eq:Mcover}
\end{equation}
For $g\to0$ a disc contains its own site alone, so $A(m)=1$ and $S_k=k-1$. The sum is then geometric, $\sum_{k=1}^n(1-p)^{k-1}=[1-(1-p)^n]/p$, and (\ref{eq:M}) is recovered. Equation (\ref{eq:Mcover}) thus contains the loss of used-up sites as well.

\subsection{Expansion of the threshold}

The bounds (\ref{eq:bounds}), with $S_k$ in place of $n$, show that $U_k=1-pS_k$ with an error of at most $\tfrac12(pS_k)^2$. With $T=\sum_{k=1}^nS_k$,
\begin{equation}
M\simeq Np\,(n-pT)=Nnp\left(1-\frac{pT}{n}\right).
\end{equation}
Insert $p=p_0(1+\delta)$, use $Nnp_0=1$, and require $M=1$:
\begin{equation}
(1+\delta)\left[1-\frac{p_0(1+\delta)T}{n}\right]=1
\quad\Rightarrow\quad
\delta\simeq\frac{p_0T}{n},
\label{eq:delta}
\end{equation}
where products of small quantities have been dropped.

For discs that contain many sites, $A(m)\simeq\pi\sigma g^2m^2$. In the double sum $T$ the age $m$ occurs once for each $k$ from $m+1$ to $n$, that is $n-m$ times. Therefore
\begin{align}
\frac{T}{\pi\sigma g^2}&\simeq\sum_{m=1}^{n-1}(n-m)m^2
= n\,\frac{(n-1)n(2n-1)}{6}-\frac{n^2(n-1)^2}{4}\nonumber\\
&=n^2(n-1)\,\frac{2(2n-1)-3(n-1)}{12}
=\frac{n^2(n^2-1)}{12}.
\end{align}
With $p_0=1/(\sigma a_0n)$ the site density cancels:
\begin{equation}
\delta\simeq\frac{1}{\sigma a_0n^2}\,\pi\sigma g^2\,\frac{n^2(n^2-1)}{12}
=\frac{\pi g^2(n^2-1)}{12\,a_0}\simeq\frac{\pi R^2}{12\,a_0},
\qquad R=gn .
\label{eq:deltaR}
\end{equation}
The correction compares the footprint of a particle as old as the whole process with the area allotted to one particle. The factor $1/12$ arises because most particles are younger than that, and because the covered area is averaged over all cycles in which it could have blocked a site.

\subsection{Numbers}

Take $g=0.1$ nm per cycle and a square lattice of sites. Then $R=10$ nm, and
\begin{equation}
\delta\simeq\frac{\pi\times(0.1)^2\times9999}{12\times10^{6}}=2.62\times10^{-5}.
\end{equation}
Solving (\ref{eq:Mcover}) for $M=1$ with the sites in each disc counted on the lattice gives $2.61\times10^{-5}$. The two differ by about $0.3\%$ of the shift. The terms dropped in (\ref{eq:delta}) change the shift by only a few parts in $10^5$ of its value, so this difference comes from replacing the site count of a disc by its area. With both corrections the threshold is
\begin{equation}
p_*=1.000026\times10^{-9}
\end{equation}
per site and cycle within the model. The extra digits show how little the corrections matter; no real activation probability is known so finely.

After the last cycle the covered fraction is $1.06\times10^{-4}$. At this coverage $pS_k\ll1$ holds in every cycle, as the expansion requires. The same number settles whether $p_*$ is a true dividing line. It equals $p_*S_{n+1}$ to leading order, so $S_{n+1}\approx1.06\times10^5$. The derivative of $p(1-p)^{S_k}$ has the sign of $1-p(1+S_k)$, which is positive for all $p\le1/N=10^{-7}$, so $M$ increases with $p$ there. For $p>1/N$ the first term of (\ref{eq:Mcover}) alone gives $M\ge Np>1$. Hence $M<1$ if and only if $p<p_*$.

The expansion loses accuracy when $\pi R^2$ is no longer small compared with the area per nucleus. Equation (\ref{eq:Mcover}) remains valid there within the model. A site-by-site simulation in that regime, with a covered fraction of $0.631\pm0.003$ (standard error), produced $195.8\pm0.9$ nuclei per run. The formulas give $0.631$ and $195.6$, while neglect of covering would give $239.3$.

\section{An average of one is not a clean surface}

The threshold concerns an expectation. The probability that no attempt at all occurs in $a_0$ is, for independent attempts,
\begin{equation}
P_0=(1-p)^{Nn}\simeq e^{-Nnp}.
\label{eq:P0}
\end{equation}
Then no nucleus forms. A nucleus can also fail to form because the attempts that did occur fell on sites covered from outside $a_0$. The probability of this is at most the expected number of ineffective attempts, $Nnp-M$, which is about $2.6\times10^{-5}$ at the threshold and can be ignored. If a clean area means one in which no nucleus was born, the chance of a clean square micrometre at $p=p_0$ is therefore $e^{-1}=0.368$. Particles born just outside can still grow across the edge. With a mean final radius of about $5$ nm and an edge length of $4\,\mu\mathrm{m}$, they come from a strip of about $0.02\,\mu\mathrm{m}^2$, so the chance of finding no deposit at all is about $e^{-1.02}=0.36$. A small simulation without growth, with a mean count of one, tests the first of these two numbers, the chance that no nucleus is born; it found $0.367\pm0.005$ (standard error).

If a given square micrometre is to be free of nuclei with $99\%$ probability, (\ref{eq:P0}) requires
\begin{equation}
p\le\frac{-\ln0.99}{Nn}=1.005\times10^{-11},
\end{equation}
a limit about one hundred times stricter than $p_0$.

The same formula says what an empty micrograph proves. In an inspected area $a$ there are $\sigma an$ exposures, so for $p\ge p_0$ an empty image has a probability of at most about $e^{-\sigma anp_0}$. This is no more than $5\%$ if
\begin{equation}
a\ge\frac{\ln20}{\sigma np_0}=3.0\,\mu\mathrm{m}^2 .
\end{equation}
One clean square micrometre is thus not enough to establish $p<10^{-9}$ at this confidence. The estimate assumes that every nucleus is detected, including those born in the last cycles, which are the smallest. If some are missed, a larger area is needed.

\section{Unequal sites}

Real surfaces have defects, at which the inhibitor may be missing. Let site $i$ have its own constant probability $p_i$. Covering is neglected from here on. The argument that led to (\ref{eq:M}) now gives
\begin{equation}
M=\sum_{i=1}^{N}f(p_i),\qquad f(p)=1-(1-p)^n .
\end{equation}
Since $f''(p)=-n(n-1)(1-p)^{n-2}\le0$, the function is concave, and the average of $f$ does not exceed $f$ at the average:
\begin{equation}
M\le N\left[1-(1-\bar p)^n\right]\le Nn\bar p,\qquad \bar p=\frac1N\sum_ip_i .
\end{equation}
A mean probability below $10^{-9}$ is therefore sufficient for $M<1$. It is not necessary, as the following case shows.

Let there be $0.5$ defects per $\mu\mathrm{m}^2$, each with activation probability $0.1$ per cycle, on a background with $p=10^{-10}$. The mean is
\begin{equation}
\bar p\simeq\frac{0.5\times0.1+10^{7}\times10^{-10}}{10^{7}}
=\frac{0.051}{10^{7}}=5.1\times10^{-9},
\end{equation}
five times the uniform limit. Yet the expected count is
\begin{equation}
M\simeq0.5\left(1-0.9^{100}\right)+10^{7}\times100\times10^{-10}
\simeq0.5+0.1=0.6 ,
\end{equation}
which is below one. A defect can produce one nucleus and no more. After a few tens of cycles nearly all defects have done so, and they add nothing further. The linear law $Nn\bar p$ would have predicted $5.1$.

The same saturation has an unfavourable side. If nearly every defect is activated within $n$ cycles, and the expected number of activated defects exceeds one per $\mu\mathrm{m}^2$, the target is missed however inert the other sites are. The remedy is then to reduce the number of defects or to make them much less reactive, not to improve the inhibitor elsewhere. The two situations differ in their time course. For equal sites the count grows in proportion to the number of cycles as long as little of the surface is covered. With a few active defects it rises early, their part then levels off, and only the slower linear rise from the background remains.

\section{A protection that wears out}

An inhibitor may also degrade during the process. If all sites have probability $p_k$ in cycle $k$, a site stays empty with probability $\prod_k(1-p_k)$, and
\begin{equation}
M=N\left[1-\prod_{k=1}^n(1-p_k)\right]\le N\sum_{k=1}^np_k .
\end{equation}
The inequality again bounds the probability of at least one event by the sum of the single probabilities. To leading order it is an equality, so the limit applies to the sum over cycles, $\sum_kp_k<1/N=10^{-7}$.

For a linear rise, $p_k=ak$, the sum is $an(n+1)/2$, and $M=1$ gives
\begin{equation}
a\simeq\frac{2}{Nn(n+1)}=\frac{2}{10^{7}\times100\times101}=1.98\times10^{-11}.
\end{equation}
This is the permitted probability in the first cycle, smaller than the uniform limit by the factor $2/(n+1)$, about one fiftieth. In the last cycle the probability is $100a=1.98\times10^{-9}$, about twice the uniform limit. A measurement of $p$ made on a fresh surface would therefore have to show a value far below $10^{-9}$ before it could support a process of one hundred cycles with this kind of wear.

\section{Range of validity}

The limit $p_0=1/(Nn)$ rests on permanent nuclei that arise from single activations. If nuclei are removed by etching steps between deposition cycles, the number left at the end is smaller than the number formed, and a larger $p$ can be tolerated, provided that the etching does not itself raise $p$. If it damages the inhibitor, this gain can be lost. If deposited species migrate and several must meet to form a stable nucleus, the number of nuclei is in general not proportional to the probability of a single activation, and the limit $p_0$ does not apply. If a nucleus makes its neighbours more reactive, $p$ depends on the history of the surface, and the uniform value no longer fixes $M$.

Within the model, the figure of $10^{-9}$ per site and cycle is changed by a few parts in $10^5$ by covering at the assumed growth of $0.1$ nm per cycle (the shift scales as $g^2$) and by far less through used-up sites. In the cases worked out here, wear of the inhibitor lowers the probability permitted in the first cycle by a factor of about fifty, and the demand for a $99\%$ chance of a clean square micrometre lowers the uniform limit by a factor of about one hundred. With defects the mean probability alone does not decide: in the example it is five times the uniform limit, yet the expected count is below one. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
Site density: 10 sites/nm^2
Sites per square micrometre N: 1.000e+07
Cycles n: 100
Site-cycles per square micrometre: 1.000e+09
Expected nuclei at p = 1e-08: 10.0000 per um^2
Expected nuclei at p = 1e-09: 1.0000 per um^2
Expected nuclei at p = 1e-10: 0.1000 per um^2
Threshold 1/(N n): 1.0000e-09 per site and cycle
Threshold from cycle balance: 1.0000000495e-09 per site and cycle
Relative shift by site depletion: 4.950e-08
Radial growth of nuclei: 0.1 nm per cycle
Threshold with covering: 1.0000261e-09 per site and cycle
Relative shift by covering, lattice: 2.609e-05
Relative shift by covering, estimate: 2.618e-05
Covered fraction after the last cycle: 1.061e-04
Chance of a clean 1 um^2 at threshold: 0.3679
p for 99 % chance of a clean 1 um^2: 1.0050e-11
Nucleus-free area to exclude p* at 95 %: 2.996 um^2
Defect density: 0.5 per um^2
Defect activation probability: 0.1 per cycle
Background activation probability: 1.0e-10 per cycle
Site-averaged probability: 5.100e-09 per site and cycle
Nuclei from defects: 0.5000 per um^2
Nuclei from background: 0.1000 per um^2
Nuclei in total: 0.6000 per um^2
First-cycle limit, linearly rising p: 1.9802e-11 per site
Last-cycle p at that limit: 1.9802e-09 per site
Simulated clean fraction, mean count one: 0.3665
Formula for that clean fraction: 0.3679
Unequal sites, simulated nuclei: 4.286 per run
Unequal sites, formula: 4.283 per run
Growing nuclei, simulated count: 195.84 per run
Standard error of that count: 0.91 per run
Growing nuclei, formula: 195.61 per run
Same case without covering: 239.31 per run
Simulated covered fraction: 0.6308
Standard error of that fraction: 0.0031
Formula for covered fraction: 0.6314
\end{verbatim}
